\section*{Matrix elements of one-electron tensor operators in $l^n$ by fractional parentage, part 3}

The aim is to turn reduced elements of one-electron tensor operators in a shell $l^n$ with one radial function into energies, and to check the formulas. Hartree atomic units ($\hbar=1$) and Condon--Shortley phases are used, with $[x]=2x+1$, $[x,y]=[x][y]$.
\begin{equation}
\langle jm|T^k_q|j'm'\rangle=(-1)^{j-m}\begin{pmatrix}j&k&j'\\-m&q&m'\end{pmatrix}\langle j\|T^k\|j'\rangle
=\frac{\langle j'm'\,kq|jm\rangle}{\sqrt{[j]}}\,\langle j\|T^k\|j'\rangle .
\label{eq:WE}
\end{equation}
Here $w^{(k)}_{jm}=\langle jm\,k0|jm\rangle/\sqrt{[j]}$ obeys $\sum_m w^{(k)}_{jm}w^{(k')}_{jm}=\frac{\delta_{kk'}}{[k]}$, and $w^{(2)}_{2m}=(3m^2-6)/\sqrt{630}$. The $6j$ symbol follows from
\begin{align}
&\langle(j_1j_2)J_{12},j_3;J\,|\,j_1,(j_2j_3)J_{23};J\rangle\nonumber\\
&\quad=\sum\langle j_1m_1j_2m_2|J_{12}M_{12}\rangle\langle J_{12}M_{12}j_3m_3|JM\rangle\langle j_2m_2j_3m_3|J_{23}M_{23}\rangle\langle j_1m_1J_{23}M_{23}|JM\rangle\nonumber\\
&\quad=(-1)^{j_1+j_2+j_3+J}\sqrt{[J_{12},J_{23}]}\begin{Bmatrix}j_1&j_2&J_{12}\\j_3&J&J_{23}\end{Bmatrix},
\label{eq:6jdef}
\end{align}
\begin{equation}
\begin{Bmatrix}a&b&c\\d&e&f\end{Bmatrix}=\Delta_{abc}\Delta_{aef}\Delta_{dbf}\Delta_{dec}\sum_t\frac{(-1)^t(t+1)!}{\prod_{i=1}^4(t-\tau_i)!\prod_{j=1}^3(\kappa_j-t)!},
\label{eq:racah}
\end{equation}
where $\Delta_{abc}^2=(a+b-c)!(a-b+c)!(-a+b+c)!/(a+b+c+1)!$, the $\tau_i$ are the sums of the triads $abc$, $aef$, $dbf$, $dec$, and the $\kappa_j$ are $a+b+d+e$, $b+c+e+f$, $a+c+d+f$. With the unit tensor $u^k$, $\langle l\|u^k\|l\rangle=1$, define $U^k_q=\sum_iu^k_q(i)$ and $V^{1k}_{\rho q}=\sum_is_\rho(i)u^k_q(i)$. For terms $a=\alpha SL$, $b=\alpha'S'L'$,
\begin{align}
\langle aM_SM_L|U^k_q|bM_S'M_L'\rangle&=\delta_{M_SM_S'}\frac{\langle L'M_L'\,kq|LM_L\rangle}{\sqrt{[L]}}\langle a\|U^k\|b\rangle,\label{eq:redU}\\
\langle aM_SM_L|V^{1k}_{\rho q}|bM_S'M_L'\rangle&=\frac{\langle S'M_S'\,1\rho|SM_S\rangle}{\sqrt{[S]}}\,\frac{\langle L'M_L'\,kq|LM_L\rangle}{\sqrt{[L]}}\langle a\|V^{1k}\|b\rangle .\label{eq:redV}
\end{align}
Parents $p=\bar\alpha\bar S\bar L$ of $l^{n-1}$ enter with coefficients of fractional parentage (cfps) $c_a(p)$, the overlaps of $a$ with
\begin{equation}
|p,l_n;SM_SLM_L\rangle=\sum\langle\bar S\bar M_S\,\tfrac12m_s|SM_S\rangle\langle\bar L\bar M_L\,lm|LM_L\rangle\,|p\,\bar M_S\bar M_L\rangle\,|m_s\,m\rangle_n ,
\label{eq:coupled}
\end{equation}
For $F=\sum_if(i)$ and exchanges $P_{in}$,
\begin{equation}
\langle a|f(i)|b\rangle=\langle P_{in}a|f(n)|P_{in}b\rangle=(-1)^2\langle a|f(n)|b\rangle,\qquad
\langle a|F|b\rangle=n\,\langle a|f(n)|b\rangle .
\label{eq:n}
\end{equation}
Results:
\begin{align}
\langle a\|U^k\|b\rangle&=\delta_{SS'}\,n\sqrt{[L,L']}\sum_pc_a(p)c_b(p)\,(-1)^{\bar L+l+L+k}\begin{Bmatrix}l&L&\bar L\\L'&l&k\end{Bmatrix},\label{eq:U}\\
\langle a\|V^{1k}\|b\rangle&=n\sqrt{\tfrac32}\sqrt{[S,L,S',L']}\sum_pc_a(p)c_b(p)\,(-1)^{\bar S+\frac12+S+1}\begin{Bmatrix}\frac12&S&\bar S\\S'&\frac12&1\end{Bmatrix}\nonumber\\
&\hspace{9em}\times(-1)^{\bar L+l+L+k}\begin{Bmatrix}l&L&\bar L\\L'&l&k\end{Bmatrix}.\label{eq:V}
\end{align}
\begin{equation}
\langle b\|U^k\|a\rangle=(-1)^{L-L'}\langle a\|U^k\|b\rangle,\qquad
\langle b\|V^{1k}\|a\rangle=(-1)^{L-L'+S-S'}\langle a\|V^{1k}\|b\rangle .
\label{eq:sym}
\end{equation}
With $g_L(\bar L)=\frac{L(L+1)+l(l+1)-\bar L(\bar L+1)}{2L(L+1)}$, and $g_S$ likewise for spin,
\begin{equation}
\langle a\|V^{11}\|a\rangle=\sqrt{S(S+1)[S]}\sqrt{\frac{L(L+1)[L]}{l(l+1)[l]}}\;n\sum_pc_a(p)^2g_S(\bar S)g_L(\bar L).
\label{eq:Vdiag}
\end{equation}
\begin{equation}
\langle a\|U^1\|b\rangle=\delta_{ab}\sqrt{\frac{L(L+1)[L]}{l(l+1)[l]}},\qquad
\langle a\|V^{10}\|b\rangle=\delta_{ab}\sqrt{\frac{S(S+1)[S][L]}{[l]}} .
\label{eq:rules}
\end{equation}
\begin{equation}
\langle a\|V^{1k}\|b\rangle=\frac{\sqrt{S(S+1)[S]}}{2S}\,\langle a\|U^k\|b\rangle\qquad(S=S'=n/2).
\label{eq:maxspin}
\end{equation}
For $l^3$ the cfps follow from $A_{pp'}=\sum_\alpha c_{\alpha SL}(p)\,c_{\alpha SL}(p')$:
\begin{equation}
A_{pp'}=\frac13\left[\delta_{pp'}+2\sqrt{[\bar S,\bar L,\bar S',\bar L']}\begin{Bmatrix}\frac12&\frac12&\bar S\\\frac12&S&\bar S'\end{Bmatrix}\begin{Bmatrix}l&l&\bar L\\l&L&\bar L'\end{Bmatrix}\right],
\label{eq:A}
\end{equation}
In $d^3$ the first non-zero cfp in the order ${}^3F,{}^3P,{}^1G,{}^1D,{}^1S$ is positive; ${}^2D3$ is the ${}^2D$ without ${}^1S$ parent. There $\langle{}^4F\|V^{11}\|{}^2G\rangle=-\sqrt3$; further values, as signed squares, are
\begin{equation*}
\begin{array}{lcccc}
&U^2&U^3&U^4&V^{11}\\
{}^4F,{}^4F&-6/25&-3/5&+11/5&+14/3\\
{}^4F,{}^4P&+24/25&-6/5&-2/5&0\\
{}^4P,{}^4P&+21/25&0&0&+1/3\\
{}^2H,{}^2H&+429/175&0&-143/315&+33/50\\
{}^2H,{}^2G&-66/175&-429/196&-429/140&+66/25\\
{}^2G,{}^2G&+198/1225&-99/196&-143/980&+81/100\\
{}^2D3,{}^2D3&+9/196&-9/49&-361/1764&-1/24
\end{array}
\end{equation*}

\section{Spin--orbit and Coulomb energies}

\textit{Q.} How do these numbers turn into energies?

\textit{A.} With one radial function the spin--orbit operator is $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$. The scalar product in spherical components is $\mathbf s\cdot\mathbf l=\sum_q(-1)^qs_ql_{-q}$, so $\sum_i\mathbf l_i\cdot\mathbf s_i=\sqrt{l(l+1)[l]}\sum_q(-1)^qV^{11}_{q,-q}$. Couple $S$ first and $L$ second to $J$, and insert \eqref{eq:redV} with $R=\langle a\|V^{11}\|b\rangle$:
\begin{align}
\langle aJM|\sum_q(-1)^qV^{11}_{q,-q}|bJM\rangle=\frac{R}{\sqrt{[S,L]}}\sum&\langle SM_SLM_L|JM\rangle\langle S'M_S'L'M_L'|JM\rangle\nonumber\\
&\times\langle S'M_S'1q|SM_S\rangle\,(-1)^q\langle L'M_L'\,1,-q|LM_L\rangle .
\end{align}
The last coefficient is rearranged with
$\langle j_1m_1j_2m_2|jm\rangle=(-1)^{j_2+m_2}\sqrt{[j]/[j_1]}\,\langle j_2,-m_2\,jm|j_1m_1\rangle$. To verify this, write the right coefficient as $(-1)^{j_2-j+m_1}\sqrt{[j_1]}\left(\begin{smallmatrix}j_2&j&j_1\\-m_2&m&-m_1\end{smallmatrix}\right)$, reverse the projections at the cost $(-1)^{j_1+j_2+j}$ and permute cyclically; the total exponent $j_1+3j_2+m$ differs from the $j_1-j_2+m$ of the left side by $4j_2$. Thus $(-1)^q\langle L'M_L'1,-q|LM_L\rangle=-\sqrt{[L]/[L']}\,\langle1q\,LM_L|L'M_L'\rangle$. The four coefficients now form \eqref{eq:6jdef} for $S',1,L$ with $J_{12}=S$, $J_{23}=L'$, equal to $(-1)^{S'+1+L+J}\sqrt{[S,L']}\left\{\begin{smallmatrix}S'&1&S\\L&J&L'\end{smallmatrix}\right\}$. The square roots cancel, the two minus signs cancel, and the symmetries of the symbol give
\begin{equation}
\langle aJ|\zeta\sum_i\mathbf l_i\cdot\mathbf s_i|bJ\rangle=\zeta\sqrt{l(l+1)[l]}\;(-1)^{S'+L+J}\begin{Bmatrix}S&L&J\\L'&S'&1\end{Bmatrix}\langle a\|V^{11}\|b\rangle .
\label{eq:SO}
\end{equation}
This matrix is symmetric: exchange of $a$ and $b$ changes the phase by $(-1)^{S-S'+L'-L}$, which cancels the factor in \eqref{eq:sym}. Within one term with $S>0$ and $L>0$, $V^{11}_{\rho q}$ and $S_\rho L_q$ have proportional matrices by \eqref{eq:redV}, so the operator equals $\lambda\,\mathbf L\cdot\mathbf S$ with
\begin{equation}
\lambda=\zeta\,\frac{\sqrt{l(l+1)[l]}\,\langle a\|V^{11}\|a\rangle}{\sqrt{S(S+1)[S]\,L(L+1)[L]}},\qquad E_J=\frac\lambda2\,[J(J+1)-L(L+1)-S(S+1)] .
\label{eq:lande}
\end{equation}
By \eqref{eq:Vdiag}, $\lambda/\zeta=n\sum_pc^2g_Sg_L$, and for $S=n/2$ equations \eqref{eq:maxspin} and \eqref{eq:rules} give $\lambda=\zeta/(2S)$. The sign of $\lambda$ is that of the diagonal $V^{11}$; it is negative for ${}^2D3$ although the shell is less than half full, because $g_S$ and $g_L$ can have opposite signs for a parent.

\textit{Q.} The Coulomb repulsion is a two-electron operator. Your factor $n$ does not apply to it.

\textit{A.} It does not, but the repulsion can be written as a product of one-electron sums. The multipole expansion is $1/r_{12}=\sum_k(r_<^k/r_>^{k+1})\,C^k(1)\cdot C^k(2)$ with $C^k_q=\sqrt{4\pi/[k]}\,Y_{kq}$, and the radial average gives the Slater integrals $F^k$. Inside the shell $C^k=\langle l\|C^k\|l\rangle u^k$, so the energy matrix is $\sum_kf_kF^k$ with $f_k=\langle l\|C^k\|l\rangle^2\sum_{i<j}u^k(i)\cdot u^k(j)$. Squaring the sum over electrons,
\begin{equation}
U^k\cdot U^k=\sum_iu^k(i)\cdot u^k(i)+2\sum_{i<j}u^k(i)\cdot u^k(j).
\end{equation}
Exchanging the outer columns of the $3j$ symbol in \eqref{eq:WE} and reversing all projections, two operations whose phases cancel, together with $m=m'+q$, gives $\langle lm|u^k_q|lm'\rangle=(-1)^q\langle lm'|u^k_{-q}|lm\rangle$, that is $(u^k_q)^\dagger=(-1)^qu^k_{-q}$. Hence $U^k\cdot U^k=\sum_qU^k_q(U^k_q)^\dagger$. Insert the complete set of terms $b$ of $l^n$, which is complete for this purpose because $U^k$ acts within the shell, and use \eqref{eq:redU} with $\sum_{M'q}\langle L_bM'kq|LM\rangle^2=1$. For $a,a'$ of equal $S$ and $L$ this gives $\sum_b\langle a\|U^k\|b\rangle\langle a'\|U^k\|b\rangle/[L]$, and for a single electron $1/[l]$. Therefore
\begin{equation}
f_k(a,a')=\frac12\langle l\|C^k\|l\rangle^2\left[\frac1{[L]}\sum_b\langle a\|U^k\|b\rangle\langle a'\|U^k\|b\rangle-\delta_{aa'}\frac n{[l]}\right].
\label{eq:fk}
\end{equation}
The term $k=0$ shifts all levels equally and is dropped; odd $k$ vanish by parity. The identity must be used with $u^k$, not with $C^k$: the product $C^k(i)\cdot C^k(i)$ of the full operators passes through other values of $l$ and equals $1$.

For $l=2$ the reduced elements follow from $m=0$, where $C^k_0=P_k(x)$, $x=\cos\theta$, and $\langle20|C^k_0|20\rangle=\tfrac52\int_{-1}^1P_2^2P_k\,dx$. For $k=2$, $\int P_2^3dx=\tfrac14(\tfrac{27}7-\tfrac{27}5+3-1)=\tfrac4{35}$, so the element is $\tfrac27$, and $(w^{(2)}_{20})^2=36/630$. For $k=4$, the leading coefficients $9/4$ of $P_2^2$ and $35/8$ of $P_4$ show that $P_2^2$ contains $\tfrac{18}{35}P_4$; with $\int P_4^2dx=\tfrac29$ the element is again $\tfrac27$. The factor $w^{(4)}_{2m}$ is even in $m$ and orthogonal to the $k=0$ and $k=2$ factors, which forces the pattern $1,-4,6,-4,1$ with squares adding to $70$, so $(w^{(4)}_{20})^2=36/630$. In both cases $\langle2\|C^k\|2\rangle^2=\tfrac4{49}\cdot\tfrac{630}{36}=\tfrac{10}7$.

\section{The $J=9/2$ levels of $d^3$}

\textit{Q.} Put numbers in.

\textit{A.} Choose $F^2=0.33$ Ha, $F^4=0.21$ Ha and $\zeta=0.0012$ Ha, model inputs treated as exact, with $\zeta$ small against the $F^k$. For ${}^4F$ the sum in \eqref{eq:fk} runs over ${}^4F$ and ${}^4P$:
\begin{align}
f_2&=\tfrac57\Bigl[\tfrac17\bigl(\tfrac6{25}+\tfrac{24}{25}\bigr)-\tfrac35\Bigr]=\tfrac57\bigl(-\tfrac37\bigr)=-\tfrac{15}{49},\\
f_4&=\tfrac57\Bigl[\tfrac17\bigl(\tfrac{11}5+\tfrac25\bigr)-\tfrac35\Bigr]=\tfrac57\bigl(-\tfrac8{35}\bigr)=-\tfrac{72}{441}.
\end{align}
The same formula gives $(49f_2,\,441f_4)=(0,-147)$ for ${}^4P$, $(-6,-12)$ for ${}^2H$ and $(-11,+13)$ for ${}^2G$. Measured from ${}^4F$,
\begin{align}
E({}^4P)&=\tfrac{15}{49}(0.33)-\tfrac{75}{441}(0.21)=0.065306\ \text{Ha},\\
E({}^2H)&=\tfrac{9}{49}(0.33)+\tfrac{60}{441}(0.21)=0.089184\ \text{Ha},\\
E({}^2G)&=\tfrac{4}{49}(0.33)+\tfrac{85}{441}(0.21)=0.067415\ \text{Ha}.
\end{align}
In ${}^4F$, \eqref{eq:lande} gives $\lambda/\zeta=\sqrt{30\cdot\tfrac{14}3/(15\cdot84)}=\tfrac13$, so $\lambda=0.000400$ Ha $=87.79$ cm$^{-1}$, with $1$ Ha $=219474.63$ cm$^{-1}$. Equation \eqref{eq:SO} must agree. With $\sqrt{30}=5.477226$, the level $J=\tfrac92$ has phase $(-1)^{\frac32+3+\frac92}=-1$ and symbol $-0.126773$, so $5.477226\times0.126773\times2.160247=1.5000$. For $J=\tfrac32,\tfrac52,\tfrac72$ the phases are $+,-,+$ and the symbols $-0.169031$, $+0.098601$, $0$. The first-order shifts for $J=\tfrac32,\tfrac52,\tfrac72,\tfrac92$ are $-2$, $-1.1667$, $0$, $+1.5$ in units of $\zeta$, or $-0.0024$, $-0.0014$, $0$, $+0.0018$ Ha. The vanishing symbol at $J=\tfrac72$ is the vanishing bracket $\tfrac{63}4-12-\tfrac{15}4$ in \eqref{eq:lande}.

The value $J=\tfrac92$ is reached by ${}^4F$, ${}^2H$ and ${}^2G$ only. The ${}^4F$--${}^2H$ element vanishes because $L$ would change by two. For ${}^4F$--${}^2G$ the phase is $(-1)^{\frac12+3+\frac92}=+1$. The symbol $\left\{\begin{smallmatrix}3/2&3&9/2\\4&1/2&1\end{smallmatrix}\right\}$ has $\Delta^2=1/840$, $1/12$, $1/252$, $1/90$, whose roots multiply to $1/15120$, $\tau=9,3,8,9$, $\kappa=9,9,11$, and the single term $-10!/1440=-2520$, so it is $-\tfrac16$, and the element is $\sqrt{30}\,(-\tfrac16)(-\sqrt3)=1.581139$. The diagonal doublet elements follow from \eqref{eq:lande}: $\lambda/\zeta=\sqrt{30\cdot\tfrac{33}{50}/(\tfrac32\cdot330)}=\tfrac15$ for ${}^2H$, with half-bracket $-3$, and $\sqrt{30\cdot\tfrac{81}{100}/(\tfrac32\cdot180)}=\tfrac3{10}$ for ${}^2G$, with half-bracket $+2$. In the order ${}^4F,{}^2H,{}^2G$,
\begin{equation}
\frac{H_{\rm so}}\zeta=\begin{pmatrix}1.5&0&1.581139\\0&-0.6&1.624808\\1.581139&1.624808&0.6\end{pmatrix}.
\label{eq:M}
\end{equation}

\textit{Q.} Is there a limit in which I know the eigenvalues without any parentage?

\textit{A.} Switch the Coulomb terms off. Each electron then has $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-6-\tfrac34]$, which is $+1$ for $j=\tfrac52$ and $-\tfrac32$ for $j=\tfrac32$. Count the $J=\tfrac92$ levels by projections. Three electrons in $j=\tfrac52$ reach at most $M=\tfrac52+\tfrac32+\tfrac12=\tfrac92$, once: one level at $3\zeta$. Two in $\tfrac52$ and one in $\tfrac32$ have one state with $M=\tfrac{11}2$ and two with $M=\tfrac92$, so one level $J=\tfrac92$ at $2-\tfrac32=\tfrac12$. One in $\tfrac52$ and two in $\tfrac32$ reach $M=\tfrac52+2$ once: one level at $1-3=-2$. The matrix \eqref{eq:M} has the eigenvalues $-2$, $0.5$, $3$. By hand, its trace is $\tfrac32=3+\tfrac12-2$, and the sum of the squares of its entries, $\tfrac94+2\cdot\tfrac9{25}+2\cdot\tfrac52+2\cdot\tfrac{66}{25}=\tfrac{53}4$, equals $9+\tfrac14+4$.

With the Coulomb terms on, the diagonal, measured from the Coulomb energy of ${}^4F$, is $1.5\zeta=0.001800$, $0.089184-0.6\zeta=0.088464$ and $0.067415+0.6\zeta=0.068135$ Ha. Diagonalization gives $0.0017457$, $0.0680035$ and $0.0886494$ Ha, that is $383.1$, $14925.1$ and $19456.3$ cm$^{-1}$. The lowest level couples directly to ${}^2G$ alone, and second-order perturbation theory gives
\begin{equation}
\Delta E=-\frac{(1.581139\times0.0012)^2}{0.068135-0.001800}=-5.4270\times10^{-5}\ \text{Ha},
\end{equation}
against the exact $-5.4261\times10^{-5}$ Ha. The weights in this level are $0.99918$ for ${}^4F$, $0.00082$ for ${}^2G$ and zero to five decimals for ${}^2H$, which enters only through ${}^2G$. For this level $\zeta$ is small against the distance to the terms it mixes with, and the first-order $1.5\zeta$ is corrected by about three per cent. The two doublets mix more, being closer together: the middle level lies below its diagonal entry because in second order the repulsion by ${}^2H$ from above, $(1.624808\times0.0012)^2/(0.088464-0.068135)=1.87\times10^{-4}$ Ha, outweighs the $5.43\times10^{-5}$ Ha by ${}^4F$ from below.

\section{The numerical check and the limits of the result}

\textit{Q.} The hand checks cover a few elements. What covers the rest?

\textit{A.} The numerical check below builds the $120$ states of $d^3$ and the $91$ states of $f^2$ as explicit antisymmetric tensors, finds the terms as states annihilated by $L_+$ and $S_+$, and generates all projections by lowering. On this side no $6j$ symbol is used. It compares the overlaps with the states \eqref{eq:coupled} to the cfps from \eqref{eq:A}, with a largest deviation of $4\times10^{-16}$. It applies $U^k_q$ and $V^{1k}_{\rho q}$ electron by electron, for $k=0,\dots,2l$, and compares every element allowed by the projections with \eqref{eq:redU}, \eqref{eq:redV}, \eqref{eq:U} and \eqref{eq:V}; the largest deviations are $1\times10^{-14}$ for $U$ and $3\times10^{-15}$ for $V$, and since the explicit states carry the stated phases, this tests every sign. It also tests the factor $n$ of \eqref{eq:n}, the rule \eqref{eq:sym} for $U^2$ and $V^{11}$, the rules \eqref{eq:rules}, the full spin--orbit spectra from \eqref{eq:SO} against sums of one-electron $jj$ energies (deviation $2\times10^{-15}$ in units of $\zeta$), and the $d^3$ spectrum from \eqref{eq:SO} and \eqref{eq:fk} against direct diagonalization in the determinant basis with $C^k$ obtained by quadrature (deviation $7\times10^{-16}$ Ha).

\textit{Q.} When must I not use \eqref{eq:U} and \eqref{eq:V}?

\textit{A.} The derivation used three things: bra and ket both lie in $l^n$ with one radial function, both are fully antisymmetric and normalized, and the operator is a sum of identical one-electron terms. It did not use the Hamiltonian. Strong spin--orbit coupling or a crystal field therefore does not invalidate the formulas; the $LS$ terms remain a complete basis of the shell, and one has only to keep the off-diagonal elements, as in \eqref{eq:M}. The formulas also hold beyond the half-filled shell, with the cfps of that $n$.

They stop describing the physics when the first assumption fails. If the radial function depends on spin or on $j$, as in spin-polarized or relativistic treatments, an orbital tensor is in general no longer one number times $u^k$, because its radial factor can differ from one spin or $j$ to another. If other configurations mix in, the shell is not complete, the closure behind \eqref{eq:fk} covers only the part within $l^n$, and the other configurations must be included explicitly or represented by effective operators. If the operator moves an electron out of the shell, $l^n\to l^{n-1}l'$, the factor is $\sqrt n$ in magnitude and a single cfp appears: the final state has amplitude $1/\sqrt n$ for electron $n$ to be the one in $l'$, only that component is reached by $f(n)$, and $n/\sqrt n=\sqrt n$. For a general two-electron operator the argument of \eqref{eq:n} gives the number of pairs, $n(n-1)/2$, times the element for one pair, and the expansion can detach the two electrons of that pair. For $n\ge3$ one can instead detach a single electron: each pair is contained in $n-2$ of the $n$ sets of $n-1$ electrons, so the full element is $n/(n-2)$ times that of the same operator restricted to electrons $1,\dots,n-1$, which acts on the parents alone. Finally, \eqref{eq:A} is special to three electrons, where the parents are simple coupled pairs; for larger $n$ the exchange element requires the cfps of the parents themselves, and in the $f$ shell repeated terms of equal seniority need further labels before single entries, as opposed to sums of their squares over the repeated terms, have a definite value.

\section*{Numbers as computed}
\begin{verbatim}
d3: 120 states; max dev cfp 4e-16, U 1e-14, V 3e-15, jj 2e-15
f2: 91 states; max dev cfp 3e-16, U 1e-14, V 3e-15, jj 2e-15
d3 Coulomb+SO spectrum, max dev 7e-16 Ha
d3 cfp, parents 3F 3P 1G 1D 1S
 4F: +sqrt(4/5) -sqrt(1/5) 0 0 0
 4P: +sqrt(7/15) +sqrt(8/15) 0 0 0
 2H: +sqrt(1/2) 0 -sqrt(1/2) 0 0
 2G: +sqrt(1/2) 0 +sqrt(11/42) -sqrt(5/21) 0
 2F: +sqrt(1/10) +sqrt(2/5) -sqrt(5/14) -sqrt(1/7) 0
 2D1: +sqrt(7/20) +sqrt(3/20) +sqrt(3/20) +sqrt(1/12) -sqrt(4/15)
 2D3: +sqrt(3/20) -sqrt(7/20) -sqrt(5/28) +sqrt(9/28) 0
 2P: +sqrt(4/15) -sqrt(7/30) 0 -sqrt(1/2) 0
4F U2 parent 3F: cfp^2 0.800000, phase*6j orb -0.064153
4F U2 parent 3P: cfp^2 0.200000, phase*6j orb +0.139971
4F V11 parent 3F: cfp^2 0.800000, phase*6j orb +0.059761, spin +0.263523
4F V11 parent 3P: cfp^2 0.200000, phase*6j orb +0.159364, spin +0.263523
prefactors: U2 21, V11 102.878569
<4F||U2||4F> = -0.489898, <4F||V11||4F> = +2.160247
d3 4F,4F: U2=-sqrt(6/25) U3=-sqrt(3/5) U4=+sqrt(11/5) V11=+sqrt(14/3)
d3 4F,4P: U2=+sqrt(24/25) U3=-sqrt(6/5) U4=-sqrt(2/5) V11=0
d3 4P,4P: U2=+sqrt(21/25) U3=0 U4=0 V11=+sqrt(1/3)
d3 4F,2G: U2=0 U3=0 U4=0 V11=-sqrt(3)
d3 2H,2H: U2=+sqrt(429/175) U3=0 U4=-sqrt(143/315) V11=+sqrt(33/50)
d3 2H,2G: U2=-sqrt(66/175) U3=-sqrt(429/196) U4=-sqrt(429/140) V11=+sqrt(66/25)
d3 2G,2G: U2=+sqrt(198/1225) U3=-sqrt(99/196) U4=-sqrt(143/980) V11=+sqrt(81/100)
d3 2D1,2D1: U2=+sqrt(1/4) U3=+sqrt(1) U4=+sqrt(1/4) V11=+sqrt(3/8)
d3 2D1,2D3: U2=-sqrt(27/28) U3=0 U4=+sqrt(25/84) V11=+sqrt(7/8)
d3 2D3,2D3: U2=+sqrt(9/196) U3=-sqrt(9/49) U4=-sqrt(361/1764) V11=-sqrt(1/24)
f2 3H,3H: U2=+sqrt(143/126) U4=-sqrt(52/63) U6=-sqrt(85/63) V11=+sqrt(165/28)
f2 3H,3F: U2=+sqrt(44/63) U4=+sqrt(65/63) U6=-sqrt(14/9) V11=0
f2 3F,3F: U2=-sqrt(1/9) U4=-sqrt(1/9) U6=-sqrt(1/9) V11=+sqrt(3/2)
f2 3F,3P: U2=+sqrt(6/7) U4=-sqrt(11/21) U6=0 V11=0
f2 3H,1G: U2=0 U4=0 U6=0 V11=+sqrt(15/14)
f2 1G,1G: U2=+sqrt(27/539) U4=-sqrt(6877/5929) U6=+sqrt(1215/847) V11=0
inputs: F2 0.33 Ha, F4 0.21 Ha, zeta 0.0012 Ha; 1 Ha = 219474.63 cm^-1
4F: 49 f2 -15.0000, 441 f4 -72.0000, E-E(4F) 0.000000 Ha
4P: 49 f2 +0.0000, 441 f4 -147.0000, E-E(4F) 0.065306 Ha
2H: 49 f2 -6.0000, 441 f4 -12.0000, E-E(4F) 0.089184 Ha
2G: 49 f2 -11.0000, 441 f4 +13.0000, E-E(4F) 0.067415 Ha
4F J=3/2: 6j -0.169031, E_so -2.0000 zeta = -0.002400 Ha
4F J=5/2: 6j +0.098601, E_so -1.1667 zeta = -0.001400 Ha
4F J=7/2: 6j +0.000000, E_so +0.0000 zeta = +0.000000 Ha
4F J=9/2: 6j -0.126773, E_so +1.5000 zeta = +0.001800 Ha
lambda = zeta/3 = 0.000400 Ha = 87.79 cm^-1; sqrt(30) = 5.477226
J=9/2 SO row 4F (zeta): +1.500000 +0.000000 +1.581139
J=9/2 SO row 2H (zeta): -0.000000 -0.600000 +1.624808
J=9/2 SO row 2G (zeta): +1.581139 +1.624808 +0.600000
J=9/2 SO eigenvalues (zeta): -2.0000 +0.5000 +3.0000
J=9/2 diagonal rel. 4F (Ha): 0.001800 0.088464 0.068135
J=9/2 levels rel. 4F (Ha): 0.0017457 0.0680035 0.0886494
J=9/2 levels rel. 4F (cm^-1): 383.1 14925.1 19456.3
4F9/2 second-order shift -5.4270e-05 Ha, exact -5.4261e-05 Ha
lowest level weights 4F 0.99918 2H 0.00000 2G 0.00082
\end{verbatim}
